Estimating the g-type intervalley phonon emission rate in silicon

**Problem**

An electron in the conduction band of silicon has kinetic energy 0.163 eV, measured from the bottom of its valley. The lattice is at 300 K. The electron emits a 63 meV phonon and passes to the valley on the opposite side of the Brillouin zone, a g-type transition. The coupling is D = 1.1×10⁹ eV/cm. Estimate the number of such emissions per second, and find how far the estimate moves when its main assumptions are changed.

Use the rough typical values m_l = 0.92 m and m_t = 0.19 m for the longitudinal and transverse masses of a valley, where m is the free-electron mass, and ρ = 2.33 g/cm³ for the density.

**Solution**

*The transition.* Silicon has six equivalent conduction valleys, two on each cubic axis, centred at roughly 0.85 of 2π/a from the zone centre, with a the lattice constant. A g-type transition joins the two valleys on one axis, so there is one possible final valley. The centres are 1.7 × 2π/a apart. Wavevectors that differ by a reciprocal lattice vector are equivalent, and one such vector has length 2 × 2π/a along this axis. The phonon therefore needs a wavevector of about 0.3 × 2π/a.

The two valley bottoms have equal energy, so energy conservation gives the final kinetic energy

E_f = E_i − ħω = 0.163 eV − 0.063 eV = 0.100 eV.

We take the phonon energy and D to be the same for all final states, the bands to be parabolic, and the final states to be empty.

*The size of one quantum of vibration.* Let a phonon mode be a running wave in a crystal of volume V, in which each atom is displaced with amplitude A. The two atoms in a silicon cell have equal mass and, by symmetry, equal amplitude, though their phases may differ. An atom's velocity has amplitude ωA, and its squared velocity averages to ω²A²/2. With total mass ρV the mean kinetic energy is

½ ρV × ω²A²/2 = ¼ ρVω²A².

In a harmonic vibration the mean potential energy equals the mean kinetic energy, so the wave energy is ½ρVω²A².

In quantum form the displacement is

u = u₀ (a e^(iq·r) + a† e^(−iq·r)),

where a removes a phonon and a† adds one. To find u₀, consider a strong classical wave with n quanta, for which a may be replaced by √n e^(−iωt). Then

u = 2u₀√n cos(q·r − ωt),

so A = 2u₀√n. The wave energy must equal nħω:

½ρVω² × 4u₀²n = nħω.

The number n cancels, which leaves

u₀² = ħ/(2ρVω).

Since u₀ does not depend on n, the same value applies to a weakly excited mode.

*The matrix element.* The coupling energy is D times the displacement. The constant D contains the overlap of the electron wavefunctions within a cell and the relative phase of the two atoms; its unit is energy per length. Emission uses the a† term. From aa† = a†a + 1, the squared length of the vector a†|n⟩ is

⟨n|aa†|n⟩ = n + 1.

In thermal equilibrium the probability of n quanta is proportional to xⁿ, with x = exp(−ħω/k_BT). The mean number is

N = Σ n xⁿ / Σ xⁿ = x/(1 − x) = 1/(exp(ħω/k_BT) − 1).

The thermal mean of the squared matrix element is therefore

|M|² = D²u₀²(N + 1) = ħD²(N + 1)/(2ρVω).

The 1 in N + 1 is spontaneous emission, which occurs even in a cold lattice. The N is emission stimulated by phonons already present.

*The number of final states.* Take z along the axis of the final valley and measure k from its centre:

E = ħ²(k_x² + k_y²)/(2m_t) + ħ²k_z²/(2m_l).

States below energy E fill an ellipsoid with semi-axes √(2m_tE)/ħ, √(2m_tE)/ħ and √(2m_lE)/ħ. Its volume is

(4π/3)(2E)^(3/2) m_t√m_l/ħ³ = (4π/3)(2m_dE)^(3/2)/ħ³,

with the density-of-states mass defined by

m_d = (m_l m_t²)^(1/3).

Each unit of real-space volume carries 1/(2π)³ states per unit of k-space volume, for one spin. The number of states below E per unit volume is thus

(4π/3)(2m_dE)^(3/2)/(8π³ħ³) = (2m_dE)^(3/2)/(6π²ħ³).

Its derivative with respect to E is the density of states:

g(E) = (2m_d)^(3/2) √E/(4π²ħ³).

This is for one spin because the coupling D does not act on spin: the electron keeps the spin it had.

*The rate.* Momentum conservation assigns one phonon wavevector to each final electron state, so a sum over final electron states covers every possible emission once. Fermi's golden rule gives

W = (2π/ħ)|M|² V g(E_f).

Inserting |M|², the volume and one factor ħ cancel:

W = πD²(N + 1) g(E_f)/(ρω).

Inserting g, the numerical factor is π × 2√2/(4π²) = 1/(√2 π), and

W = D² m_d^(3/2) √E_f (N + 1)/(√2 π ρ ħ³ ω).

No electric or magnetic quantity appears, so Gaussian units here reduce to centimetres, grams and seconds.

*The numbers.* The inputs become

D = 1.1×10⁹ eV/cm = 1.762×10⁻³ erg/cm,

ω = 9.571×10¹³ s⁻¹,

m_d = (0.92 × 0.19²)^(1/3) m = 0.321 m.

At 300 K, k_BT = 25.85 meV, so ħω/k_BT = 2.437 and

N = 1/(e^2.437 − 1) = 0.0958.

The density of states at E_f = 0.1 eV is g = 1.225×10³² per erg and cm³. Hence

W = π × (1.762×10⁻³)² × 1.0958 × 1.225×10³² / (2.33 × 9.571×10¹³) s⁻¹

W ≈ 5.9×10¹² s⁻¹.

To the accuracy of an estimate, **the emission rate is about 6×10¹² per second**. If this were the electron's sole scattering process, its mean time to emission would be 1/W = 0.17 ps. Counting both final spins would double the rate to 1.2×10¹³ s⁻¹, which a spin-conserving coupling does not allow.

**Limits of the formula**

*Threshold.* With E_f = E_i − ħω, the rate varies as √(E_i − ħω). It falls to zero at E_i = 63 meV, and below that energy the electron cannot emit this phonon. The mean kinetic energy of a nondegenerate electron gas at 300 K is (3/2)k_BT = 39 meV, which is below the threshold. About 18% of the electrons in such a gas still lie above the threshold, so the process is present in equilibrium. It becomes much more frequent when the electrons are heated above the lattice temperature, for example by an electric field.

The golden rule needs a density of states that is smooth over the energy width ħW. Here ħW = 3.9 meV, about 4% of E_f. Because W varies as √E_f, the ratio is

ħW/E_f = 0.039 × √(0.1 eV/E_f).

At E_f = 1 meV it has grown to 0.39. This width alone still does little harm: an exact decay into the √E continuum, with E_f counted from the level as shifted by the coupling, stays within about 2% of the golden-rule rate there. At E_f = 0.2 meV the ratio is near 0.9 and the decay is about 17% slower than the formula gives. Other scattering processes add to the width and blur the threshold sooner; a Lorentzian width of 4 meV would raise the rate at E_f = 1 meV by about 27%.

*Cold lattice.* As T tends to zero, N vanishes and only the spontaneous part remains. At the same E_f it is 5.9×10¹²/1.096 = 5.4×10¹² s⁻¹. Cooling the lattice from 300 K thus removes at most 9% of the rate.

*Absorption.* The same electron can instead absorb a 63 meV phonon and reach 0.226 eV. The matrix element then contains ⟨n|a†a|n⟩ = n, so N + 1 is replaced by N, and the ratio of the two rates is

W_em/W_abs = [(N + 1)/N] √(0.100/0.226) = 11.4 × 0.665 = 7.6.

The absorption rate is 7.7×10¹¹ s⁻¹. The difference of the two rates times 0.063 eV is the mean power passed to these phonons, about 0.32 eV per picosecond at this electron energy.

**A few cases**

Each row changes one thing and holds the other inputs fixed. In the bulk rows E_f is 0.1 eV, except for the 61 meV phonon, where E_i is held at 0.163 eV.

| Case | W (10¹² s⁻¹) |
|---|---|
| Estimate above | 5.9 |
| Lattice at 400 K | 6.4 |
| Nonparabolic band | 6.6 |
| 61 meV phonon | 6.2 |
| D lower by 20% | 3.8 |
| D higher by 20% | 8.5 |
| Well 3 nm thick | 5.9 |
| Well 4 nm thick | 7.4 |
| Well 5 nm thick | 5.9 |

*Temperature.* Heating the lattice to 400 K changes N + 1 alone in this model and raises the rate by 9%.

*Nonparabolicity.* At higher energy the valley flattens relative to a parabola. A simple description replaces E in the ellipsoid equation by γ = E(1 + αE), with α roughly 0.5 per eV. The number of states below E is then the parabolic count at γ. By the chain rule the density of states is g(γ) dγ/dE, and since g varies as a square root,

g_np(E) = g(E) √(1 + αE) (1 + 2αE).

At 0.1 eV the factor is √1.05 × 1.10 = 1.13. The rate rises to 6.6×10¹² s⁻¹ if D is unchanged.

*Phonon energy.* The final states are spread over an ellipsoid whose long semi-axis is √(2m_lE_f)/ħ = 1.55×10⁷ cm⁻¹, or 0.13 × 2π/a for a = 0.543 nm. The initial electron can also lie off its own valley centre, by up to 0.17 × 2π/a along the axis. These offsets are not small beside the phonon wavevector of about 0.3 × 2π/a, so one phonon energy and one D stand for averages over a wide range of wavevectors. Lowering the phonon energy by 2 meV raises the rate by 5%. Most of this comes from the factor 1/ω; the larger E_f and N supply the rest.

*Coupling.* Since W varies as D², a change of 20% in D multiplies the rate by 0.64 or 1.44. This outweighs each of the three preceding changes and is the reason for quoting one significant figure.

**Confinement in a thin channel**

The last three rows treat a channel as a well of thickness L with impenetrable walls, with the valley axis across the well. The electron starts in the lowest subband, 0.163 eV above its bottom, and the phonons are taken as those of the bulk. The subband energies are

E_n = π²ħ²n²/(2m_lL²).

Motion across the well has the squared wavefunction

F_n² = (2/L) sin²(nπz/L) = (1/L)[1 − cos(2nπz/L)].

The wavevector component across the well is no longer fixed by momentum conservation, so all phonons with different q_z contribute. Summing |∫F_nF_1 e^(iq_z z) dz|² over q_z gives, by Parseval's theorem, the crystal length along z times

∫F_n²F_1² dz = 1/L for n ≠ 1, and 3/(2L) for n = 1.

The additional half for n = 1 comes from the mean of cos²(2πz/L). Motion in the plane has mass m_t in both directions. A disc of radius √(2m_tE)/ħ in k-space, divided by (2π)², holds m_tE/(2πħ²) states per unit area, so the density of states is m_t/(2πħ²) per subband and spin. If n_max subbands can be reached,

W_well = (2π/ħ) |M|²V × [m_t/(2πħ²)] × (n_max + ½)/L.

Here |M|²V is the bulk combination ħD²(N + 1)/(2ρω), which does not depend on V.

Subband n can be reached if E_n − E_1 ≤ E_f. With k_l = √(2m_lE_f)/ħ = 1.55×10⁷ cm⁻¹, this condition reads

L ≥ π√(n² − 1)/k_l.

The second subband opens at L = 3.5 nm and the third at 5.7 nm. The 3 nm well therefore has one final subband, and the 4 and 5 nm wells have two. The factor (n_max + ½)/L is 1.5/3 = 0.500, 2.5/4 = 0.625 and 2.5/5 = 0.500 per nm. This explains why the first and third wells have equal rates and the middle one is 25% faster. Within a fixed number of subbands a thicker well scatters less, because the electron density is more dilute; each newly opened subband makes the rate jump.

For a thick well n_max tends to k_lL/π, and the half becomes negligible. The thickness cancels, and the density of states that remains is

[m_t/(2πħ²)] × √(2m_lE_f)/(πħ) = m_t√(2m_lE_f)/(2π²ħ³).

Since (2m_d)^(3/2) = 2√2 m_t√m_l, this is g(E_f), and the bulk rate is recovered.

**Occupied final states**

If the final states are partly filled, the exclusion principle multiplies the rate by 1 − f(E_f), where f is their occupation. For electrons in equilibrium at 300 K, shared among six valleys and two spins, the Fermi level follows from

n_e = 12 ∫ g(E) f(E) dE,

where n_e is the electron density. Solving this numerically for the parabolic band gives f = 0.009 at 0.1 eV when n_e = 10¹⁹ cm⁻³, a negligible correction. At n_e = 10²⁰ cm⁻³, f = 0.21 and the rate falls to 4.7×10¹² s⁻¹. A heated electron gas has a different f, for which the equilibrium value is not a substitute.

**How the estimate relates to a silicon transistor**

The masses, density and phonon energy are ordinary rough values for bulk silicon. The coupling is a model parameter: its value depends on the band model and on the other scattering processes included when it was fitted. An electron energy of 0.163 eV is well above thermal energy at 300 K and suits an electron accelerated along a channel. In a thin channel the final states are no longer those of the bulk. The hard-wall wells of 3, 4 and 5 nm lie above the bulk estimate by 1%, 26% and 1%, but the two small differences are an accident of the thicknesses chosen. As the thickness passes 3.5 nm, where the second subband opens, the same formula jumps from 13% below the bulk rate to 44% above it. The broadening of the levels by scattering, which the formula leaves out, would round this step. A real confining potential has softer walls and different subband energies. With walls 3.1 eV high, an electron mass of 0.5 m outside the well, and the wavefunction and its slope divided by the mass continuous at the walls, for example, the second subband opens at 3.3 nm, and the rates of the 3, 4 and 5 nm wells fall by 5.5%, 4.2% and 3.3%. The shift depends on the matching rule: with the slope itself continuous, the subband opens at 3.2 nm and the rates fall by 6 to 10%. In a heavily doped source, filling of the final states can matter as well.

The rate found here is also a partial one. Transitions to the four valleys on the other axes, acoustic phonons, impurities and rough interfaces add their own rates. The total scattering rate is therefore larger than W, and a mobility cannot be obtained from W alone.

Numerical values quoted here were computed with a short program.
